# Remote-Band Luttinger Parameters When the Conduction Band Is Treated Explicitly, part 1

(Sections cited here and not found follow in the second part.)

## First half: the orbital problem

### A case with two states

Consider one direction of motion, one valence state at energy zero and one conduction state at energy $E_g > 0$. Let the momentum operator connect them with a real matrix element $P$. In atomic units, where $\hbar$, the electron mass and the elementary charge equal one, a simple Hamiltonian for small wave number $k$ is

$$
H(k) = \begin{pmatrix} E_g + k^2/2 & P k \\ P k & - g' k^2/2 \end{pmatrix} .
$$

The number $g'$ describes the valence curvature that comes from everything except the conduction state. The eigenvalues obey

$$
( E_g + k^2/2 - E ) ( - g' k^2/2 - E ) = P^2 k^2 .
$$

The valence band starts at $E = 0$, so write $E = - g k^2/2 + O(k^4)$. The first factor is then $E_g + O(k^2)$ and the second is $(g - g') k^2/2 + O(k^4)$. Comparing the terms in $k^2$ gives

$$
E_g \, \frac{g - g'}{2} = P^2 , \qquad g' = g - \frac{2 P^2}{E_g} .
$$

Here $g$ is the curvature that the band really has at $k = 0$, and $g'$ is the number that must stand in the matrix. If $g$ were put there instead, the off-diagonal element would add $2P^2/E_g$ a second time.

The case also shows why one would keep the conduction state. Drop the two diagonal terms in $k^2$, so that the valence energy is

$$
E = \frac{E_g}{2} - \sqrt{ \frac{E_g^2}{4} + P^2 k^2 } = - \frac{P^2 k^2}{E_g} + \frac{P^4 k^4}{E_g^3} + \dots
$$

A single curvature suffices when $P^2 k^2 \ll E_g^2$. For larger $k$ the band bends toward a straight line, and the two-state matrix follows it while a parabola does not. The smaller the gap, the sooner this happens.

A real zinc-blende crystal has three valence orbitals, spin, and three curvature parameters. The same subtraction applies, but the factors $1/3$ and $1/6$ have to be found.

### Setting and conventions

Let $H_0 = p^2/2 + V(\mathbf r)$ be the one-electron Hamiltonian of the crystal without spin-orbit coupling, with a local periodic potential $V$. A Bloch state is $e^{i \mathbf k \cdot \mathbf r} u(\mathbf r)$ with periodic $u$. Since $\mathbf p$ acting on the exponential produces $\mathbf k$, the function $u$ is an eigenfunction of

$$
H(\mathbf k) = H_0 + \mathbf k \cdot \mathbf p + \frac{k^2}{2} .
$$

Let $|n\rangle$ be the eigenstates at $\mathbf k = 0$, with energies $E_n$. The top valence level is a triplet $X, Y, Z$ at energy $E_v$, which transforms like the coordinates $x, y, z$ under the tetrahedral group; its usual name is $\Gamma_{15v}$. The conduction state $S$ at energy $E_c$ is invariant under that group and is called $\Gamma_{1c}$. All other levels are called remote. The orbital gap is $E_0 = E_c - E_v$, assumed nonzero.

For the proofs, take a finite set of levels, as in any numerical basis. All expansions in $k$ are then expansions of finite matrices.

### Lemma 1: elimination of levels

Divide the levels into a kept set $A$ and an eliminated set $B$. If $E$ is an eigenvalue of $H$ but not of its block $H_{BB}$, the kept part $a$ of the eigenvector obeys

$$
\left[ H_{AA} + H_{AB} ( E - H_{BB} )^{-1} H_{BA} \right] a = E a .
$$

**Proof.** Written in blocks, the eigenvalue equation is

$$
H_{AA} a + H_{AB} b = E a , \qquad H_{BA} a + H_{BB} b = E b .
$$

The second equation gives $b = (E - H_{BB})^{-1} H_{BA} a$. Inserting this in the first gives the claim. $\square$

The term $k^2/2$ is a multiple of the identity, so it does not connect $A$ with $B$. Hence $H_{AB} = \mathbf k \cdot \mathbf p_{AB}$ is of first order in $k$, and the second term in the bracket is of second order.

### Lemma 2: which momentum elements survive

With suitable phases,

$$
\langle X | p_x | S \rangle = \langle Y | p_y | S \rangle = \langle Z | p_z | S \rangle = P > 0 ,
$$

provided this element is not zero. All other elements between the triplet and $S$ vanish, and so do all momentum elements within the triplet.

**Proof.** A twofold rotation about $z$ reverses $x$ and $y$ and leaves $z$ alone. A matrix element whose labels contain $n_x$ letters $x$, $n_y$ letters $y$ and $n_z$ letters $z$ is multiplied by $(-1)^{n_x + n_y}$. The element must equal itself after the rotation, so it vanishes unless $n_x + n_y$ is even. The rotations about $x$ and $y$ give the same rule for the other pairs. Therefore $n_x, n_y, n_z$ must be all even or all odd.

An element between the triplet and $S$ carries two labels, one from the orbital and one from the momentum. They must be equal. The threefold rotation, which permutes the axes cyclically, makes the three surviving elements equal.

An element within the triplet carries three labels. They cannot all occur an even number of times, so $x$, $y$ and $z$ must each occur once, as in $\langle X | p_y | Z \rangle$. The mirror that exchanges $x$ and $z$ gives $\langle X | p_y | Z \rangle = \langle Z | p_y | X \rangle$. On the other hand $H_0$ is real, so the orbitals can be taken real at first. Integration by parts with $p_y = -i \partial_y$ then gives $\langle X | p_y | Z \rangle = - \langle Z | p_y | X \rangle$. Both hold only if the element is zero.

For real orbitals $\langle X | p_x | S \rangle$ is imaginary. Multiplying $X$, $Y$ and $Z$ by the common factor $i$ makes it real, and the sign of $S$ makes it positive. A common factor changes no element within the triplet. $\square$

It is usual to measure the coupling by the energy

$$
E_P = 2 P^2 .
$$

### Lemma 3: the form of the valence block

To second order in $k$, the three orbital valence bands are $E_v$ plus the eigenvalues of a real symmetric matrix $h$ with

$$
h_{XX} = \tfrac12 \left[ L k_x^2 + M ( k_y^2 + k_z^2 ) \right] , \qquad h_{XY} = \tfrac12 N k_x k_y ,
$$

and cyclic permutations. The constants are

$$
L = 1 + 2 \sum_n \frac{ |\langle X | p_x | n \rangle|^2 }{ E_v - E_n } , \qquad M = 1 + 2 \sum_n \frac{ |\langle X | p_y | n \rangle|^2 }{ E_v - E_n } ,
$$

$$
N = 2 \sum_n \frac{ \langle X | p_x | n \rangle \langle n | p_y | Y \rangle + \langle X | p_y | n \rangle \langle n | p_x | Y \rangle }{ E_v - E_n } ,
$$

where $n$ runs over all levels outside the triplet.

**Proof.** Apply Lemma 1 with $A$ equal to the triplet. By Lemma 2, $H_{AA} = E_v + k^2/2$, with no linear term. The valence energies therefore differ from $E_v$ by $O(k^2)$, while $H_{BB}$ differs from its value at $k = 0$ by $O(k)$. The inverse in Lemma 1 is already multiplied by two factors of $k$, so replacing it by its value at $k = 0$ and $E = E_v$ makes an error of $O(k^3)$. With $i, j$ for orbitals and $a, b$ for axes,

$$
h_{ij} = \frac{k^2}{2} \delta_{ij} + \sum_{a b} k_a k_b T^{ab}_{ij} , \qquad T^{ab}_{ij} = \sum_n \frac{ \langle i | p_a | n \rangle \langle n | p_b | j \rangle }{ E_v - E_n } .
$$

The sum over a complete degenerate level is unchanged by the symmetry operations, so the parity rule of Lemma 2 applies to the four labels $i, j, a, b$. Three odd numbers cannot add up to four. Each letter must then occur an even number of times, and the labels come in pairs.

For $i = j = X$ this requires $a = b$. The mirror that exchanges $y$ and $z$ gives $T^{yy}_{XX} = T^{zz}_{XX}$. Thus

$$
h_{XX} = \tfrac12 ( 1 + 2 T^{xx}_{XX} ) k_x^2 + \tfrac12 ( 1 + 2 T^{yy}_{XX} ) ( k_y^2 + k_z^2 ) ,
$$

which defines $L$ and $M$. For $i = X$ and $j = Y$ the pair $a, b$ must be $x, y$ in either order, so $h_{XY} = k_x k_y ( T^{xy}_{XY} + T^{yx}_{XY} )$, which defines $N$. With real functions $n$, each numerator in $N$ is a product of two imaginary numbers, and the common phase of the triplet cancels, so $N$ is real. Cyclic rotation supplies the remaining elements. $\square$

The usual Luttinger parameters are the combinations

$$
\gamma_1 = - \frac{L + 2M}{3} , \qquad \gamma_2 = - \frac{L - M}{6} , \qquad \gamma_3 = - \frac{N}{6} .
$$

The second half shows why these are the natural ones when spin is included. The inverse relations follow by adding the first two:

$$
\gamma_1 + 4 \gamma_2 = - \frac{ L + 2M + 2L - 2M }{3} = - L , \qquad \gamma_1 - 2 \gamma_2 = - \frac{ L + 2M - L + M }{3} = - M .
$$

### Theorem 1: orbital replacement rule

Let $L', M', N'$ be the constants of Lemma 3 with $S$ left out of the sums, and let $\gamma_i'$ be the corresponding Luttinger combinations. If $E_0 \neq 0$, then:

1. A matrix that keeps $X, Y, Z$ and $S$ reproduces the valence bands to order $k^2$ when its valence block contains $L', M', N'$.
2. The two sets of parameters are related by

$$
\gamma_1' = \gamma_1 - \frac{E_P}{3 E_0} , \qquad \gamma_2' = \gamma_2 - \frac{E_P}{6 E_0} , \qquad \gamma_3' = \gamma_3 - \frac{E_P}{6 E_0} .
$$

**Proof of 1.** Apply Lemma 1 with the remote levels as $B$ and with $E$ near $E_v$. The valence block becomes $E_v + h'$, where $h'$ has the form of Lemma 3 with the primed constants, up to $O(k^3)$. The element between orbital $i$ and $S$ is $P k_i + O(k^2)$, because the remote levels correct it only in second order. The element of $S$ with itself is $E_c + O(k^2)$.

Now eliminate $S$ by a second use of Lemma 1. This adds to the valence block

$$
\frac{ ( P k_i ) ( P k_j ) }{ E_v - E_c } + O(k^3) = - \frac{P^2}{E_0} k_i k_j + O(k^3) .
$$

That is the term $n = S$ of the sums in Lemma 3. The two eliminations together give the full constants $L, M, N$. The corrections to the coupling and to the energy of $S$ do not enter at order $k^2$.

**Proof of 2.** Compare $- P^2 k_i k_j / E_0$ with the form of $h$. The element with $i = j = X$ is $- P^2 k_x^2 / E_0$, which must equal $\tfrac12 L_S k_x^2$, and it has no part in $k_y^2$ or $k_z^2$. The element between $X$ and $Y$ is $- P^2 k_x k_y / E_0$, which must equal $\tfrac12 N_S k_x k_y$. Hence the contributions of $S$ are

$$
L_S = - \frac{E_P}{E_0} , \qquad M_S = 0 , \qquad N_S = - \frac{E_P}{E_0} .
$$

The Luttinger combinations are linear in $L, M, N$, and the free-electron term is contained in $L'$ and $M'$. The contributions of $S$ are therefore

$$
- \frac{L_S + 2 M_S}{3} = \frac{E_P}{3 E_0} , \qquad - \frac{L_S - M_S}{6} = \frac{E_P}{6 E_0} , \qquad - \frac{N_S}{6} = \frac{E_P}{6 E_0} .
$$

Subtracting them from the full parameters gives the rule. $\square$

The factors have a plain meaning. For a given direction of $\mathbf k$, the state $S$ couples to one combination of the three orbitals, the one that points along $\mathbf k$. Averaged over the triplet, its effect is one third of the effect on that orbital, and this is the $1/3$ in $\gamma_1$. The parameters $\gamma_2$ and $\gamma_3$ measure how differently the orbitals respond. They receive equal amounts because the coupling term $k_i k_j$ has no preferred crystal axis.

### Remark: reading the parameters from bands

Along $[100]$ the matrix $h$ is diagonal. One band has curvature $L$ and two have curvature $M$, where curvature means twice the energy shift divided by $k^2$. Along $[111]$ all $k_a^2$ equal $k^2/3$, so every diagonal element is $(L + 2M) k^2/6$ and every off-diagonal element is $N k^2/6$. A symmetric combination of the three orbitals gains twice the off-diagonal element, and the two combinations orthogonal to it lose it once. Their curvatures are

$$
\frac{L + 2M + 2N}{3} \quad \text{and} \quad \frac{L + 2M - N}{3} ,
$$

whose difference is $N$. The full parameters can thus be obtained from band energies without any sum over states, which gives an independent check of Theorem 1.

### Remark: the next conduction triplet

Above $S$ lies another triplet $X', Y', Z'$, called $\Gamma_{15c}$, at an energy $E'$ above $E_v$. The parity rule allows it to couple to the valence triplet through elements with three different labels, such as $Q = \langle X | p_y | Z' \rangle$. The argument that removed such elements within one triplet fails here, because integration by parts now relates two different elements.

It follows that this level adds nothing to $L$. To $M$ it adds $-q$ with $q = 2|Q|^2/E'$. In $N$ the first numerator vanishes, since $p_x$ does not connect $X$ to this triplet. The second is $\langle X | p_y | Z' \rangle \langle Z' | p_x | Y \rangle$. The mirror that exchanges $x$ and $y$ gives $\langle Y | p_x | Z' \rangle = Q$, so the product is $|Q|^2$ and $N$ also receives $-q$. The contributions to $\gamma_1, \gamma_2, \gamma_3$ are

$$
\frac{2q}{3} , \qquad - \frac{q}{6} , \qquad \frac{q}{6} .
$$

A remote level can therefore make $\gamma_2'$ negative while it makes $\gamma_3'$ positive. A negative $\gamma_2'$ is not by itself a sign of a wrong subtraction.

## Second half: spin, and the values for InAs and InSb

### Symbols and results carried over

The valence orbitals $X, Y, Z$ and the conduction state $S$ are coupled by $P = \langle X | p_x | S \rangle$, and $E_P = 2P^2$. The orbital valence matrix has $h_{XX} = \tfrac12 [ L k_x^2 + M (k_y^2 + k_z^2) ]$ and $h_{XY} = \tfrac12 N k_x k_y$, with cyclic permutations. The Luttinger parameters are $\gamma_1 = -(L + 2M)/3$, $\gamma_2 = -(L - M)/6$ and $\gamma_3 = -N/6$. Primes denote the values with $S$ left out of the sums over states. Eliminating $S$ adds $-P^2 k_i k_j$, divided by its distance above the valence level, to the orbital matrix. Atomic units are used in the algebra.

### Spin-orbit coupling in the valence triplet

Let $\boldsymbol\Lambda$ be the angular momentum operator with quantum number one that acts on $X, Y, Z$, and let $\boldsymbol\sigma$ be the Pauli matrices. Within the triplet take

$$
H_{so} = \frac{\Delta}{3} \, \boldsymbol\Lambda \cdot \boldsymbol\sigma , \qquad \Delta > 0 .
$$

With total angular momentum $\mathbf J = \boldsymbol\Lambda + \boldsymbol\sigma/2$, squaring gives $\boldsymbol\Lambda \cdot \boldsymbol\sigma = J(J+1) - 2 - 3/4$. This is $1$ for $J = 3/2$ and $-2$ for $J = 1/2$. The six states split into a quartet at $+\Delta/3$, called $\Gamma_8$, and a doublet at $-2\Delta/3$, the split-off level. Their distance is $\Delta$. From here on the energy zero is the quartet, and $E_g$ is the energy of $S$ above it.

Three approximations are made for the remote levels. Their own spin-orbit splitting is neglected, their spin-orbit coupling to the valence triplet is neglected, and their energy denominators are taken from the unsplit valence energy $E_v$. The remote contribution is then the matrix $h'$ of the first half, the same for both spins. It is also assumed throughout that the coupling linear in $k$ is $\mathbf k \cdot \mathbf p$ alone, without the spin-dependent part that spin-orbit coupling adds to it. In a real zinc-blende crystal the neglected terms give the quartet small energies linear in $k$, with coefficients of the order of 10 meV angstrom. They lift the double degeneracy found below and outweigh the $k^2$ terms at the very smallest $k$.

### Lemma 4: the quartet

For $k$ so small that the energies in $h$ are much less than $\Delta$, the quartet splits into two doubly degenerate bands,

$$
E_\pm = - \tfrac12 \left[ \gamma_1 k^2 \mp \sqrt{ 4 \gamma_2^2 k^4 + 12 ( \gamma_3^2 - \gamma_2^2 ) w } \, \right] , \qquad w = k_x^2 k_y^2 + k_y^2 k_z^2 + k_z^2 k_x^2 .
$$

This part has proved the replacement rule for the orbital problem without spin and has set up the spin-orbit splitting of the valence level. Still to come are the proof of Lemma 4, the replacement rule with spin, and the values for InAs and InSb.
